# Momentum mismatch and direct tunnelling between graphene layers twisted by 5 degrees

## The question

Two graphene layers with lattice constant $a=0.246$ nm are separated by a thin insulating barrier. Layer 2 is rotated anticlockwise by $\theta=5^\circ$ relative to layer 1. Near each zone corner the bands are cones with velocity $v=1.0\times10^6$ m/s, so that $\hbar v=0.6582$ eV nm. The barrier has thickness $d=1.4$ nm and relative permittivity $\varepsilon_r=3$; the temperature of use is 300 K.

Tunnelling is weak and elastic. Until part (g) the barrier is smooth in the plane and supplies no momentum, and phonons and defects are ignored. Sharp thresholds refer to zero temperature.

## (a) Displacement of the corners

**Locate a zone corner of layer 1, and find how far the corresponding corner of layer 2 is from it. What happens at the equivalent corners?**

Take the lattice vectors $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$. With nearest-neighbour hopping, the two bands touch where the sum over the three neighbours vanishes:

$$f(\mathbf k)=1+e^{-i\mathbf k\cdot\mathbf a_1}+e^{-i\mathbf k\cdot\mathbf a_2}=0 .$$

Three complex numbers of unit length add to zero when their phases are $120^\circ$ apart. Choose $\mathbf k\cdot\mathbf a_1=4\pi/3$ and $\mathbf k\cdot\mathbf a_2=2\pi/3$. The first condition gives $k_x=4\pi/(3a)$. The second, $a(k_x/2+\sqrt3k_y/2)=2\pi/3$, then gives $k_y=0$. Hence

$$\mathbf K_1=(K,0),\qquad K=\frac{4\pi}{3a}=17.03\ \text{nm}^{-1}.$$

Rotating the lattice rotates its reciprocal lattice by the same angle, so $\mathbf K_2=K(\cos\theta,\sin\theta)$. The squared separation is

$$|\mathbf K_2-\mathbf K_1|^2=K^2[(\cos\theta-1)^2+\sin^2\theta]=2K^2(1-\cos\theta)=4K^2\sin^2(\theta/2),$$

and therefore

$$\Delta K=2K\sin\frac{\theta}{2}=2(17.03)\sin2.5^\circ=1.486\ \text{nm}^{-1}.$$

Turning $\mathbf K_1$ by $\pm120^\circ$ changes $\mathbf k\cdot\mathbf a_1$ and $\mathbf k\cdot\mathbf a_2$ by multiples of $2\pi$, so these corners label the same Bloch state. Their displacements are the first displacement turned by $\pm120^\circ$: three vectors of equal length whose sum is zero.

The opposite valley of layer 2 has corners at $65^\circ$ and $-55^\circ$. The nearer one is $2K\sin27.5^\circ=15.72$ nm$^{-1}$ from $\mathbf K_1$, about ten times as far.

## (b) The rule for momentum

**The hopping amplitude between a site $\mathbf r_1$ of layer 1 and a site $\mathbf r_2$ of layer 2 depends only on their in-plane separation. Derive the selection rule. How well does it hold in a patch of finite size?**

Write the hopping as a Fourier integral,

$$t(\mathbf r_1-\mathbf r_2)=\int\frac{d^2p}{(2\pi)^2}\,\tilde t(\mathbf p)\,e^{-i\mathbf p\cdot(\mathbf r_1-\mathbf r_2)} .$$

Between Bloch sums of wavevectors $\mathbf k_1$ and $\mathbf k_2$ the matrix element is proportional to

$$\int\frac{d^2p}{(2\pi)^2}\,\tilde t(\mathbf p)\sum_{\mathbf r_1}e^{i(\mathbf k_1-\mathbf p)\cdot\mathbf r_1}\sum_{\mathbf r_2}e^{-i(\mathbf k_2-\mathbf p)\cdot\mathbf r_2}.$$

In an infinite layer the first sum vanishes unless $\mathbf p=\mathbf k_1+\mathbf G_1$, and the second unless $\mathbf p=\mathbf k_2+\mathbf G_2$, where $\mathbf G_j$ is a reciprocal vector of layer $j$. The rule is

$$\mathbf k_1+\mathbf G_1=\mathbf k_2+\mathbf G_2 ,$$

with a strength set by $\tilde t$ at this common momentum. For a smooth hopping function $\tilde t$ falls at large momentum, so the important terms near a corner are the three with $|\mathbf p|\approx K$.

Now give the states in both layers the amplitude $e^{-r^2/2s^2}$, centred on a common site, and keep one sublattice in each layer. Each lattice sum becomes a set of peaks $e^{-s^2|\mathbf p-\mathbf P_j|^2/2}$ at $\mathbf P_j=\mathbf k_j+\mathbf G_j$. Let $\bar{\mathbf P}=(\mathbf P_1+\mathbf P_2)/2$. Expanding the squares gives

$$|\mathbf p-\mathbf P_1|^2+|\mathbf p-\mathbf P_2|^2=2|\mathbf p-\bar{\mathbf P}|^2+\tfrac12|\mathbf P_1-\mathbf P_2|^2 .$$

The integral over $\mathbf p$ therefore leaves a factor $e^{-s^2|\mathbf P_1-\mathbf P_2|^2/4}$ for each pair. For $\mathbf k_1=\mathbf K_1$ and $\mathbf k_2=\mathbf K_2$, three pairs of equivalent corners have $|\mathbf P_1-\mathbf P_2|=\Delta K$. They add in phase because the patches share a site. For the matched choice $\mathbf k_2=\mathbf K_1$, one pair has zero mismatch and dominates when $s\Delta K$ is large enough. Since $\tilde t$ hardly changes between momenta $K$ and $K\cos(\theta/2)$,

$$\frac{|M(\mathbf K_1\to\mathbf K_2)|}{|M(\mathbf K_1\to\mathbf K_1)|}\simeq3\,e^{-(s\Delta K)^2/4}.$$

This gives 0.330 for $s=2$ nm and 0.021 for $s=3$ nm. A site-by-site sum with hopping $e^{-r^2/2b^2}$, $b=0.1$ nm, gives the same values to these digits. The rule is thus poor for a contact a few lattice constants wide and sharp for an extended, clean one.

The rule does not forbid tunnelling altogether. An electron at $\mathbf K_1$ may keep its momentum, but it then arrives at a distance $\Delta K$ from the nearest corner of layer 2, where the band is far from its Dirac point. Energy conservation decides whether that is possible.

## (c) Energy and momentum together

**Let the Dirac points of layers 1 and 2 lie at $+\phi/2$ and $-\phi/2$, with $\phi\ge0$, and define $Q=\hbar v\Delta K$. At which energies $E$ do the layers share a state?**

For a common wavevector $\mathbf k$, let $\mathbf q_j=\mathbf k-\mathbf K_j$. The cones require

$$\hbar v|\mathbf q_1|=|E-\phi/2|,\qquad \hbar v|\mathbf q_2|=|E+\phi/2| .$$

Because $\mathbf q_1-\mathbf q_2=\mathbf K_2-\mathbf K_1$, the lengths $|\mathbf q_1|$, $|\mathbf q_2|$ and $\Delta K$ are the sides of a triangle. It exists when

$$\big||\mathbf q_1|-|\mathbf q_2|\big|\le\Delta K\le|\mathbf q_1|+|\mathbf q_2| .$$

For real $x$ and $y$, $|x|+|y|$ is the larger of $|x+y|$ and $|x-y|$, while $\big||x|-|y|\big|$ is the smaller. Put $x=E-\phi/2$ and $y=E+\phi/2$, so that $|x+y|=2|E|$ and $|x-y|=\phi$. The condition becomes

$$\min(2|E|,\phi)\le Q\le\max(2|E|,\phi).$$

There are three cases:

- If $\phi<Q$, the layers share states for $|E|\ge Q/2$. Both states then lie on the same side of their Dirac points: conduction to conduction, or valence to valence.
- If $\phi>Q$, they share states for $|E|\le Q/2$. A valence state of layer 1 then meets a conduction state of layer 2.
- If $\phi=Q$, the condition holds at every energy of the linear model. The triangle is flat, and the two constant-energy circles touch.

The other two pairs of corners give the same condition, since their displacements have the same length. Here

$$Q=(0.6582\ \text{eV nm})(1.4855\ \text{nm}^{-1})=0.978\ \text{eV}.$$

As $\theta\to0$, $Q\to0$. Aligned layers with $\phi=0$ share states at all energies; with $\phi>0$ they share them at $E=0$ alone, where the two circles coincide.

## (d) Equally doped layers at small bias

**Both layers have the same electron density and $\phi=0$. What density opens the direct channel at vanishing bias?**

At zero temperature and vanishing bias, current is carried at the Fermi energy. By part (c) this must reach $Q/2=0.489$ eV, so the Fermi wavenumber must reach $\Delta K/2=0.743$ nm$^{-1}$. With two spins and two valleys,

$$n=4\,\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi}=\frac{(\Delta K)^2}{4\pi}=0.1756\ \text{nm}^{-2}=1.76\times10^{13}\ \text{cm}^{-2}$$

per layer. Geometrically, the two Fermi circles first touch midway between the corners. Since $\Delta K\simeq K\theta$ at small angle, the required density grows as $\theta^2$.

In neutral layers at 300 K, $k_BT=25.85$ meV. The thermal factor for an electron at $Q/2$ is $e^{-Q/2k_BT}=6\times10^{-9}$, so heat alone hardly opens the direct channel.

## (e) Neutral layers under bias

**The layers are neutral at zero bias and there is no other gate. A voltage $V$ makes layer 1 negative. At what voltage does direct tunnelling begin, and does it depend on $d$?**

Layer 1 gains an electron density $n$ and layer 2 an equal hole density. Let $\mu>0$ be the distance of each Fermi level from its own Dirac point. The Fermi levels are

$$E_{F1}=\frac{\phi}{2}+\mu,\qquad E_{F2}=-\frac{\phi}{2}-\mu,$$

and their difference is the applied bias:

$$eV=\phi+2\mu .$$

Inverting the density formula of part (d) gives $k_F=\sqrt{\pi n}$, hence $\mu=\hbar v\sqrt{\pi n}$. In the plate-capacitor model the field is $F=en/(\varepsilon_0\varepsilon_r)$. The electron's potential-energy difference is $\phi=eFd$, so

$$n=\frac{\varepsilon_0\varepsilon_r\phi}{e^2d}.$$

An electron can leave a filled state of layer 1 for an empty state of layer 2 when $E_{F2}<E<E_{F1}$, that is, when $|E|<eV/2$.

Suppose first that $eV<Q$. Since $\mu>0$, also $\phi<Q$, and part (c) requires $|E|\ge Q/2$. This exceeds $eV/2$, so the channel is closed. At $eV=Q$, $\phi$ is still below $Q$ by the finite amount $2\mu$. Just above this bias, energies between $Q/2$ and $eV/2$ are both shared and inside the window. Direct tunnelling therefore begins at

$$V_{\rm th}=\frac{Q}{e}=0.978\ \text{V}.$$

The barrier thickness does not enter. It changes how the bias divides between $\phi$ and $2\mu$, but not the sum. The threshold refers to the three leading terms of part (b). Terms with much larger reciprocal vectors can have a smaller mismatch: at $5^\circ$, corners at $|\mathbf p|=\sqrt{127}\,K\approx11.3K$ are only 0.29 nm$^{-1}$ apart. They are dropped because $\tilde t$ is taken to be negligible there. This result was derived for layers that are neutral at zero bias; part (d) shows that doping can open the channel at vanishing bias.

To find the division at threshold, set $C=\varepsilon_0\varepsilon_r/(e^2d)$ and $\beta=2\hbar v\sqrt{\pi C}$. Then $\phi+\beta\sqrt\phi=Q$ is a quadratic equation for $\sqrt\phi$, with the positive root

$$\sqrt\phi=\frac{-\beta+\sqrt{\beta^2+4Q}}{2}.$$

The given barrier yields $\phi=0.443$ eV, $n=5.25\times10^{12}$ cm$^{-2}$ and $\mu=0.267$ eV. Their sum is $0.443+2(0.267)\simeq0.978$ eV, as required. The barrier field is $0.443\ \text{V}/1.4\ \text{nm}=3.2$ MV/cm.

## (f) The tangency condition

**Find the bias at which $\phi=Q$, and explain what happens to the phase space for tunnelling.**

Putting $\phi=Q$ in the capacitor formula gives $n=1.158\times10^{13}$ cm$^{-2}$ and $\mu=0.397$ eV. Thus

$$eV_{\rm res}=Q+2\mu=0.978+2(0.397)=1.77\ \text{eV}.$$

For the phase space, place the corners at $x=\mp\Delta K/2$ and let $r_j=|\mathbf q_j|$. Then

$$r_1^2=(x+\Delta K/2)^2+y^2,\qquad r_2^2=(x-\Delta K/2)^2+y^2 .$$

Differentiation gives the Jacobian

$$\left|\frac{\partial(r_1,r_2)}{\partial(x,y)}\right|=\frac{|(x+\Delta K/2)y-(x-\Delta K/2)y|}{r_1r_2}=\frac{\Delta K|y|}{r_1r_2}.$$

The joint density of equal-energy states, $g=\int d^2k\,\delta(E-E_1)\delta(E-E_2)$, has contributions from the two crossing points $\pm y$:

$$g=\frac{2}{(\hbar v)^2}\,\frac{r_1r_2}{\Delta K|y|}.$$

Now $\Delta K|y|$ is twice the area of the triangle. Heron's formula gives

$$\Delta K|y|=\tfrac12\sqrt{[(r_1+r_2)^2-\Delta K^2][\Delta K^2-(r_1-r_2)^2]} .$$

By part (c), $\hbar v(r_1+r_2)$ and $\hbar v|r_1-r_2|$ are $2|E|$ and $\phi$, in an order that depends on the case. Either order gives the same product under the root. With $r_1r_2=|4E^2-\phi^2|/[4(\hbar v)^2]$,

$$g=\frac{|4E^2-\phi^2|}{(\hbar v)^2\sqrt{|4E^2-Q^2|\,|Q^2-\phi^2|}}$$

at the allowed energies. At a fixed energy with $2|E|\ne Q$, $g$ grows as $|Q-\phi|^{-1/2}$ from whichever side allows that energy. Circles that nearly touch stay close together over a long arc, and this enlarges the phase space.

Level broadening makes the peak finite. A numerical sum over wavevectors, with a Gaussian of standard deviation 10 meV in $E_1-E_2$ and a bias step of 0.01 V, peaks at 1.77 V. This is a peak of phase space. The current also contains the overlap of the sublattice amplitudes, which depends on the directions of $\mathbf q_1$ and $\mathbf q_2$, so neither its height nor its exact shape follows from this count.

## (g) A real junction

**Compare the model with a graphene/boron nitride/graphene junction. Which neglected effects matter, and does a closed direct channel mean zero current?**

The chosen barrier resembles about four layers of hexagonal boron nitride, and the values of $v$, $d$ and $\varepsilon_r$ are rough typical ones. Taking a rough breakdown field of 10 MV/cm, the threshold field of 3.2 MV/cm leaves a margin. The resonance needs 7.0 MV/cm and leaves much less. Its bias window also reaches $eV_{\rm res}/2+Q/2=1.375$ eV below the Dirac point of layer 1, comparable with the rough 1.5 eV often quoted for the valence-band edge of boron nitride below the Dirac point. The barrier is then low for the deepest states and the transmission depends strongly on energy, which the model does not include. The smooth barrier is a further idealisation: as shown below, a crystalline barrier aligned with one layer can open an extra channel at about 0.64 V, below the 0.98 V found for a smooth barrier.

**Momentum from the barrier.** A barrier lattice adds its own reciprocal vector $\mathbf H$, so the rule becomes $\mathbf k_1+\mathbf G_1+\mathbf H=\mathbf k_2+\mathbf G_2$. Let boron nitride be aligned with layer 1 and have a lattice constant larger by a rough factor 1.018. Its shortest reciprocal vectors nearly cancel those of graphene, leaving

$$g_b=\frac{4\pi}{\sqrt3a}\left(1-\frac1{1.018}\right)\simeq0.52\ \text{nm}^{-1}.$$

One such vector lies along $y$, only $\theta/2=2.5^\circ$ from $\mathbf K_2-\mathbf K_1$. Subtracting it leaves the mismatch

$$\sqrt{\Delta K^2+g_b^2-2\Delta Kg_b\cos2.5^\circ}=0.965\ \text{nm}^{-1}.$$

The argument of part (e) then gives a threshold of about 0.64 V for this extra channel. This is not a lower limit for the whole junction: longer barrier vectors can leave smaller mismatches and so open further channels at lower bias. The strengths of these channels are not calculated here, and another barrier orientation gives other mismatches.

**Phonons.** With a rough sound velocity of $2\times10^4$ m/s, an acoustic phonon of wavenumber $\Delta K$ has energy $\hbar v_s\Delta K=20$ meV. This is below $k_BT$ at 300 K and far below $Q$. Phonons can therefore supply the missing momentum at little cost in energy, and defects can supply it elastically. Current below $V_{\rm th}$ is therefore possible. Even the direct contribution of the ideal model vanishes there only at zero temperature. Below threshold it is carried by thermal tails: at the edge of the shared states, $|E|=Q/2$, the difference between the Fermi occupations of the two layers is roughly $e^{-(Q-eV)/2k_BT}$, which at 300 K and 0.90 V is still about 0.2.

**Band shape.** The full nearest-neighbour bands, with hopping 3.09 eV chosen to match $v$, were searched on a grid of wavevectors. At $\phi=0$ the lowest shared energy is 0.485 eV instead of 0.489 eV. With $\phi$ held at 0.443 eV, the threshold is 0.970 V, about 0.8% below the linear result. At resonance the window reaches $eV_{\rm res}/2+Q/2=1.375$ eV from a Dirac point. At the corresponding wavenumber the full bands range from 1.26 to 1.46 eV with direction, so the cones are visibly distorted there. This spread does not by itself give the shift of the resonance bias, which depends on the bands near the points where the constant-energy curves touch.

**Twist angle.** A twist of $5.5^\circ$ instead of $5^\circ$ raises $\Delta K$ to 1.634 nm$^{-1}$ and the threshold to 1.08 V, an increase of 10%. The threshold is also proportional to $v$, so an error in the velocity carries over in the same ratio.
